\section*{The s Character of a Threefold-Bonded Silicon Atom's Dangling Orbital, part 2}

A silicon atom at a surface has three neighbours and one orbital left over. Can the s character of that orbital be found from the angles between the bonds? In the model used here, one s and three p orbitals form four orthonormal hybrids with real coefficients. Three bond hybrids point straight along the bonds to the neighbours (the back bonds). The fourth, the dangling hybrid $d$, has no partner. The s character, or s share, of a hybrid is its squared coefficient of $s$.

Bond hybrid $i$ is a p orbital along bond $i$ plus $\lambda_i s$, then normalized, so its s character is $\lambda_i^2/(1+\lambda_i^2)$. Orthogonality requires $\lambda_i\lambda_j=-\cos\theta_{ij}$, where $\theta_{ij}$ is the angle between bonds $i$ and $j$. If all three angles equal $\theta$, with $c=\cos\theta$, the s characters $a$ of each bond hybrid and $f$ of the dangling hybrid are
\begin{equation}
a=\frac{-c}{1-c},\qquad f=\frac{1+2c}{1-c},\qquad 3a+f=1 .
\end{equation}
They hold for $90^\circ\le\theta\le120^\circ$, with equivalent bonds assumed at $90^\circ$. The slope, per radian, is
\begin{equation}
\frac{df}{d\theta}=-\frac{3\sin\theta}{(1-\cos\theta)^2}.
\end{equation}
The p part of $d$ is $p_m$, a normalized p orbital along the symmetry axis, with its positive direction away from the neighbours. For a flat atom, reflection in the plane leaves $s$ unchanged and reverses the perpendicular p orbital, so an orbital odd under this reflection contains no $s$.

Now put the three neighbours in a plane, each at lateral distance $\rho$ from the axis and $120^\circ$ apart around it, with the atom on the axis at height $h$ above the plane. Then
\begin{equation}
c=\frac{h^2-\rho^2/2}{h^2+\rho^2}
\end{equation}
and
\begin{equation}
f=\frac{2h^2}{\rho^2}.
\end{equation}
A flat atom has $h=0$ and $f=0$. The cube corner, with bonds at $90^\circ$ to one another, has $h=\rho/\sqrt2$ and $f=1$. The tetrahedral angle has $h=\rho/\sqrt8$ and $f=1/4$.

Q: That is suspiciously tidy. Has it been tested without using the algebra that produced it?

A: Yes. The s and p orbitals were given different radial functions, $r^2e^{-\zeta r}$ with $\zeta=1.6$ and $1.4$ inverse bohr. Their overlaps were integrated in real space. For six values of $h/\rho$ from 0 to 0.65, the bond mixture was found by searching for zero overlap, and the dangling hybrid was found as the vector orthogonal to all three bonds. The largest difference from the formulas for $a$ and $f$ was $6.7\times10^{-16}$ in s character, which is rounding error. With $h/\rho$ smaller than $1/\sqrt2$ by $10^{-6}$, the construction gave $f=0.999997$. This supports the algebra. It says nothing about whether silicon obeys the model.

Q: Then take a silicon surface and give me numbers.

A: Consider an atom on an unreconstructed Si(111) face, with $\rho=0.222$ nm as a rough value. I hold the neighbours fixed and place the atom at three heights. At the ideal tetrahedral height,
\begin{equation}
h=\frac{0.222}{\sqrt8}\ \text{nm}=0.0785\ \text{nm},\qquad f=0.250 .
\end{equation}
For a lowered atom at $h=0.0600$ nm,
\begin{equation}
f=2\left(\frac{0.0600}{0.222}\right)^2=0.146,\qquad
a=\frac{1-0.146}{3}=0.285 .
\end{equation}
For a raised atom at $h=0.0950$ nm,
\begin{equation}
f=2\left(\frac{0.0950}{0.222}\right)^2=0.366,\qquad
a=\frac{1-0.366}{3}=0.211 .
\end{equation}
The corresponding angles are $113.45^\circ$, $109.47^\circ$ and $105.54^\circ$ for the lowered, ideal and raised atoms. The bond lengths are 0.2300, 0.2355 and 0.2415 nm. They change because the neighbours do not move.

Q: How much does one degree matter?

A: At the tetrahedral angle, $\sin\theta=\sqrt8/3$ and $1-c=4/3$. The slope is
\begin{equation}
\frac{df}{d\theta}=-\frac{3(\sqrt8/3)}{(4/3)^2}\,\frac{\pi}{180}
=-0.0278\ \text{per degree}.
\end{equation}
One degree of opening therefore removes nearly three percentage points of s character in this model.

Q: Now the test I care about. Does a calculation that minimizes an energy give the same values?

A: It gives the same trend but smaller values. The calculation uses a Si$_4$H$_9$ cluster: the surface atom, its three silicon neighbours, and nine hydrogen atoms in place of the rest of the crystal. The hydrogens are 0.148 nm from their silicon atoms and stay fixed, as do the neighbours. The method is restricted open-shell Hartree--Fock with the 6-31G basis. It describes the electrons by one determinant, with a single unpaired orbital.

To read off the composition, the occupied orbitals are expressed in orthonormalized intrinsic atomic orbitals, a small set of atom-like functions adapted to the molecule. The quantity compared with $f$ is the s weight divided by the s plus p weight on the central atom:
\begin{center}
\begin{tabular}{lccc}
Position & Model $f$ & Cluster & Weight on atom\\
Lowered & 0.146 & 0.077 & 0.917\\
Ideal & 0.250 & 0.125 & 0.916\\
Raised & 0.366 & 0.163 & 0.910
\end{tabular}
\end{center}
The last column is the total s and p weight of the unpaired orbital on the central atom. The rest is on other atoms.

Q: So your formula is wrong by a factor of two.

A: As a prediction for this cluster, it is too high by about a factor of two at the first two heights and by somewhat more at the third. The formula remains a correct statement about orthogonal hybrids that follow the bonds. The computed orbital shows that this picture does not describe the cluster quantitatively. Weight lost to the neighbours does not lower the ratio directly, since the ratio is taken within the central atom. Spreading can still change it indirectly, because an unpaired orbital that mixes with the bonds also takes up some of the bond hybrids on the central atom. At the tetrahedral angle the dangling hybrid is $d=\frac12 s+\frac{\sqrt3}{2}p_m$, and the normalized sum of the three bond hybrids is $b=\frac{\sqrt3}{2}s-\frac12 p_m$. The mixture $d\cos\epsilon-b\sin\epsilon$ has the s coefficient $\cos(60^\circ+\epsilon)$. Its s share is one eighth at $\epsilon\approx9.3^\circ$, where the weight of $b$ is only $\sin^2\epsilon\approx0.03$. The calculation does not separate such mixing from a failure of the bond hybrids to follow the bonds.

Q: If the error grows as the atom rises, what becomes of the pure s orbital at ninety degrees?

A: It does not appear in the computed case. The SiH$_3$ radical is small enough to follow over the whole range. With the same method and basis, and with the Si--H length held at 0.148 nm, the results are:
\begin{center}
\begin{tabular}{ccc}
Angle & Model $f$ & Computed s share\\
$120.00^\circ$ & 0.000 & 0.000\\
$109.47^\circ$ & 0.250 & 0.151\\
$101.54^\circ$ & 0.500 & 0.200\\
$90.00^\circ$ & 1.000 & 0.254
\end{tabular}
\end{center}
The planar limit is recovered, as the reflection argument requires. The s share then increases at each smaller angle in the table. At $90^\circ$, however, it has reached only about one quarter. Pure s at ninety degrees is a property of the hybrid model, not of this radical.

Q: Where is the missing s character?

A: In a description by four orthonormal hybrids it must be in the bond hybrids, because the four shares then add up to one. We can ask what directions those hybrids would have. Solving the formula for $c$ gives
\begin{align}
f(1-c)&=1+2c,\\
f-1&=(2+f)c,\\
c&=\frac{f-1}{f+2}.
\end{align}
For $f=0.254$,
\begin{equation}
c=\frac{-0.746}{2.254}=-0.331,
\end{equation}
which corresponds to about $109^\circ$. Three equivalent orthogonal hybrids with the remaining s character would thus be about $109^\circ$ apart, while the bonds are $90^\circ$ apart. In this reading the hybrids do not point at the hydrogens; such bonds are called bent. The value of $109^\circ$ is only a rough indication. It is inferred from the unpaired orbital alone, of which 0.961 is on silicon, and it ignores how the bonding electrons are shared between silicon and hydrogen. It also assumes orthogonal hybrids, which the computed bonds do not provide. If three equivalent bond orbitals are formed from the doubly occupied valence orbitals at $90^\circ$, their silicon parts are about $114^\circ$ apart, carry an s share of about 0.34 each and overlap by about 0.07, so that $3a+f\approx1.27$. The bending is present, but the sum rule does not hold for these parts.

Q: Why would the electrons prefer bent bonds?

A: Orthogonality cannot answer that, because it contains no energies. A plausible conjecture is that some s character in the bonds strengthens them by more than the imperfect alignment weakens them. The calculations here do not separate those two contributions.

Q: Perhaps the basis is at fault. You left out d functions.

A: They matter, but less than the departure from the model. For SiH$_3$ at the tetrahedral angle, adding d functions on silicon, which is what the 6-31G* basis does here, raises the computed share from 0.151 to 0.166. The larger def2-TZVP basis gives 0.176 there, 0.216 instead of 0.200 at $101.54^\circ$, and 0.256 instead of 0.254 at $90^\circ$. For the ideal cluster, 6-31G* moves the share the other way, from 0.125 to 0.119. The tabulated shares thus move by up to about 0.03 with the basis, while the model value at the tetrahedral angle is 0.250. The calculations also omit electron correlation, the extended crystal and relaxation of the other atoms; with the PBE0 density functional and 6-31G*, tetrahedral SiH$_3$ gives 0.135 instead of 0.166. The shares also depend on which atom-like functions are used to divide an orbital among the atoms, so their trend is more secure than their exact size. L\"owdin, natural and Mulliken partitions give 0.14 to 0.18 for tetrahedral SiH$_3$ and 0.23 to 0.30 at $90^\circ$ in 6-31G, and 0.09 to 0.13 for the ideal cluster in 6-31G*, all below the model. They are a comparison at a stated level, not a substitute for experiment.

Q: Surface atoms are seldom perfectly symmetric. What if the three angles differ?

A: Then the three values of $\lambda_i$ differ as well. Multiply the conditions for the two pairs that contain bond 1 and divide by the condition for the pair that does not:
\begin{equation}
\lambda_1^2=\frac{(\lambda_1\lambda_2)(\lambda_1\lambda_3)}{\lambda_2\lambda_3}
=-\frac{\cos\theta_{12}\cos\theta_{13}}{\cos\theta_{23}} .
\end{equation}
The other two follow by exchanging labels. This form applies when all three angles are obtuse. The sum rule becomes
\begin{equation}
f=1-\sum_{i=1}^{3}\frac{\lambda_i^2}{1+\lambda_i^2}.
\end{equation}
Move the ideal surface atom 0.010 nm sideways towards neighbour 1. The angles become $\theta_{12}=\theta_{13}=111.02^\circ$ and $\theta_{23}=106.25^\circ$. Then $\lambda_1^2=0.460$ and $\lambda_2^2=\lambda_3^2=0.280$. The bond shares are 0.315, 0.219 and 0.219, which leaves $f=0.248$ after rounding at the end. Using the mean angle in the symmetric formula gives 0.251. For this displacement, asymmetry is a minor correction.

Q: And thermal motion?

A: Let the height be $h+u$, where the vertical displacement $u$ has zero mean and root-mean-square value $\sigma$. With the neighbours fixed,
\begin{align}
\langle f\rangle&=\frac{2}{\rho^2}\left(h^2+2h\langle u\rangle+\langle u^2\rangle\right)\\
&=\frac{2(h^2+\sigma^2)}{\rho^2}.
\end{align}
Taking $\sigma=0.008$ nm as a rough room-temperature size, the ideal atom's average is 0.253 instead of 0.250. The momentary variation is larger. To first order, its root-mean-square size is
\begin{equation}
\frac{4h\sigma}{\rho^2}=\frac{4(0.0785)(0.008)}{0.222^2}=0.05 .
\end{equation}
Upward and downward motions nearly cancel in the average.

Q: What would a spectrum see of all this?

A: If the dangling orbital holds one unpaired electron, electron spin resonance can detect it. A p orbital vanishes at its own nucleus, while a valence s orbital does not. In a one-orbital picture, the contact part of the hyperfine coupling to a silicon nucleus with spin is therefore roughly proportional to the s weight on that atom, as long as the shape of the s orbital near the nucleus changes little. This weight is the s share multiplied by the total weight on the atom. For the ideal cluster it is $0.125\times0.916=0.11$. Spin polarization of the other electrons changes the coupling and is absent from this picture. For SiH$_3$ in the def2-TZVP basis, unrestricted Hartree--Fock raises the spin density at the silicon nucleus by about a tenth at the tetrahedral angle. For the planar radical, where the s weight is zero, it leaves more than half of the tetrahedral value, so the proportionality fails as the atom approaches planarity.

Q: Could I then measure the s share and use your formula to obtain the bond angle?

A: Not reliably for silicon. Take the ideal cluster, whose true angle is $109.47^\circ$, and pretend that its s share of 0.125 had been measured. The inverse formula gives
\begin{equation}
c=\frac{0.125-1}{0.125+2}=-0.412,
\end{equation}
or about $114^\circ$. The inferred angle is nearly five degrees too large, although the geometry was known from the start. A calibration against calculations for similar structures would be needed.

Q: How close is your example to a silicon surface that someone actually processes?

A: The lateral distance and the ideal bond length are close to those of bulk-like Si(111). Wet etching in fluoride solutions can leave this face largely covered with hydrogen, and removing one hydrogen exposes a threefold-bonded atom of the kind considered here. A clean, annealed Si(111) face reconstructs, so the ideal geometry should not be applied to it unchanged. The lowered and raised positions are illustrative displacements, not measured structures. A related real case is the dangling-bond defect at the interface between Si(111) and its oxide. Spin resonance assigns its unpaired orbital an s share of very roughly one tenth. This does not by itself decide between the model and the cluster, because both values depend on the angle at the defect: the model also gives one tenth, at about $115^\circ$. Among the effects given a size here at the ideal height, the largest is the one seen in the cluster, where letting the energy decide the mixture lowers the share by about half.

Q: Then what use is left for the angle formula?

A: It gives the direction of the change and the planar limit, and it shows what orthogonality alone demands. In the cluster, as in the model, raising the atom increases the s share and lowering it reduces the share. It does not give the size of the share in the cases computed here. That takes a calculation for the structure in question, read within the limits of its method.

\section*{Numbers as computed}
\begin{verbatim}
Hybrid model
largest formula error in s character: 6.7e-16
planar s character, numerical: 0.000000
s character just above 90 deg, numerical: 0.999997
tetrahedral angle: 109.47 deg
slope at tetrahedral angle: -0.02777 per deg
Surface example; cluster is Si4H9, ROHF/6-31G
lateral neighbour distance: 0.222 nm
Si-H length in clusters: 0.148 nm
lowered: height 0.0600 nm, bond 0.2300 nm, angle 113.45 deg
  model s character: bond 0.2846, dangling 0.1461
  cluster s/(s+p) 0.0770, central-atom weight 0.9169
ideal: height 0.0785 nm, bond 0.2355 nm, angle 109.47 deg
  model s character: bond 0.2500, dangling 0.2500
  cluster s/(s+p) 0.1246, central-atom weight 0.9161
raised: height 0.0950 nm, bond 0.2415 nm, angle 105.54 deg
  model s character: bond 0.2113, dangling 0.3662
  cluster s/(s+p) 0.1629, central-atom weight 0.9100
SiH3 radical, ROHF/6-31G, fixed Si-H length
angle 120.00 deg: model 0.0000, computed s/(s+p) 0.0000, Si weight 1.0000
angle 109.47 deg: model 0.2500, computed s/(s+p) 0.1512, Si weight 0.9673
angle 101.54 deg: model 0.5000, computed s/(s+p) 0.1998, Si weight 0.9620
angle 90.00 deg: model 1.0000, computed s/(s+p) 0.2543, Si weight 0.9609
tetrahedral SiH3 with d functions (6-31G*): s/(s+p) 0.1657
Other neglected effects at the ideal height
sideways displacement: 0.010 nm
unequal angles: 111.02, 111.02, 106.25 deg
s character with unequal angles: 0.2477
formula at their mean angle: 0.2511
rough rms vertical motion: 0.008 nm
thermally averaged model s character: 0.2526
\end{verbatim}
